# Defect free energy required for a target density in directed self-assembly

## Problem

A film of lamellar block copolymer is annealed on a guiding pattern. The film offers one possible defect site per square of side 25 nm, and the target is an equilibrium density of 0.01 defects per square centimetre.

(a) What defect free energy, in units of $kT$, does this target require? Convert it to electronvolts for an anneal at 520 K.

(b) How does the answer change with the target density and with the area assigned to a site?

(c) How far do defect variants, interactions, uneven guiding, a change of temperature and slow healing disturb the estimate?

## Model and conventions

Divide the film into square cells of side $a$. Each cell is either perfect or contains one compact defect, such as a tightly bound pair of dislocations. A compact defect leaves the distant lamellae in register with the guide, so its free energy does not grow with the size of the film. Cells are at first taken as identical and independent.

Let $F$ be the free energy of a cell with a defect minus that of a perfect cell. It includes the internal entropy of the defect: chain conformations, and different defect shapes if there are several. It does not include the entropy of choosing which cell is defective, because the calculation below counts that choice explicitly.

Here $k$ is Boltzmann's constant and $T$ is the temperature at which the defects last equilibrated. If they freeze in during cooling, $T$ is the freezing temperature, not the temperature at which the film is later used. For the example, equilibrium is assumed at the anneal temperature and cooling is assumed to be fast compared with healing, so that it preserves the density. It is convenient to write

$$f=\frac{F}{kT},\qquad z=e^{-f}.$$

## Solution

### (a) From a density to a free energy

A region of area $A$ contains $M=A/a^2$ cells. Since $1\ \mathrm{cm}=10^7\ \mathrm{nm}$, one square centimetre contains

$$M=\left(\frac{10^7}{25}\right)^2=(4\times10^5)^2=1.6\times10^{11}$$

cells. The target therefore allows a defect probability per cell of

$$p=na^2=\frac{0.01}{1.6\times10^{11}}=6.25\times10^{-14},$$

where $n$ is the number of defects per unit area. This is one defect in $1.6\times10^{13}$ cells.

To relate $p$ to $F$, give a perfect cell the statistical weight 1. A defective cell then has weight $z$. There are $\binom{M}{N}$ ways to place $N$ defects in $M$ cells, so the sum over all arrangements is

$$Z=\sum_{N=0}^{M}\binom{M}{N}z^N=(1+z)^M.$$

The mean number of defects follows by differentiation, since $z\,d/dz$ multiplies each term by its $N$:

$$\langle N\rangle=\frac{z}{Z}\frac{dZ}{dz}
=\frac{z\,M(1+z)^{M-1}}{(1+z)^M}=\frac{Mz}{1+z}.$$

Dividing by $M$ gives $p=z/(1+z)$. Hence $p+pz=z$, or $p=z(1-p)$, and

$$\frac{p}{1-p}=z=e^{-F/kT}.$$

Taking the logarithm and changing its sign gives

$$\boxed{F=kT\ln\frac{1-p}{p}}.$$

For $p\ll1$, $\ln(1-p)\approx-p$. Dropping this term changes $f$ by about $6\times10^{-14}$ here, so

$$f\approx\ln\frac1p=\ln\frac{1}{na^2}.$$

The numerical value is

$$f=\ln(1.6\times10^{13})=\ln1.6+13\ln10
=0.470+29.934=30.404.$$

The required free energy is thus about $30\,kT$. At 520 K, $kT=0.04481$ eV, and

$$F=30.404\times0.04481\ \mathrm{eV}=1.36\ \mathrm{eV}.$$

If 0.01 per square centimetre is an upper limit rather than a desired value, this is the smallest free energy that the model permits.

The same relation shows what the logarithm means physically. Per cell, the free energy of a film with defect fraction $p$, relative to a perfect film, is

$$g(p)=pF+kT\left[p\ln p+(1-p)\ln(1-p)\right].$$

The bracket is minus the mixing entropy per cell divided by $k$. At the minimum,

$$0=\frac{dg}{dp}=F+kT\left[\ln p+1-\ln(1-p)-1\right],$$

which returns the boxed result. Adding a defect costs $F$, but it can be put in very many places. At the target density the gain in positional entropy is $30.4\,k$ per added defect, and equilibrium is the density at which this gain balances the cost.

A large enough equilibrium film is therefore not free of defects. The number in a given area also fluctuates. The probability that one square centimetre has none is the weight of the $N=0$ term:

$$P_0=\frac{1}{Z}=(1+z)^{-M}=(1-p)^M\approx e^{-Mp}=e^{-0.01}=0.990.$$

The third form uses $1-p=1/(1+z)$, and the fourth uses $\ln(1-p)\approx-p$. A 300 mm wafer has an area of 706.9 cm², so the expected number on the whole wafer is $0.01\times706.9=7.07$. A density that sounds close to zero still means several defects per wafer.

### (b) Other targets and other cell sizes

With $f=-\ln n-2\ln a$, where $n$ and $a$ are expressed in matching units, the effects of the two inputs separate. Going from density $n$ to $n/10$ at fixed $a$ raises $f$ by

$$\ln10=2.303.$$

Going from cell side $a$ to $a'$ at fixed $n$ changes it by

$$f'-f=-2\ln a'+2\ln a=2\ln\frac{a}{a'}.$$

Halving the side gives four times as many sites and adds $2\ln2=1.39$. Doubling it subtracts the same amount.

| Cell side (nm) | Target (cm⁻²) | Required $F/kT$ |
|---:|---:|---:|
| 25 | 100 | 21.2 |
| 25 | 1 | 25.8 |
| 25 | 0.01 | 30.4 |
| 25 | 0.0001 | 35.0 |
| 12.5 | 0.01 | 31.8 |
| 50 | 0.01 | 29.0 |

The first four rows span a factor of one million in density, while the required free energy rises by only $13.8\,kT$. The last two rows show why a rough choice of site area is good enough for this estimate: a factor of 16 in area moves the answer by $2.8\,kT$.

The inverse calculation is much less forgiving. With the 25 nm cell held fixed, $n=e^{-f}/a^2$ gives 2.2 per cm² for $f=25$, 0.015 per cm² for $f=30$, and $1.0\times10^{-4}$ per cm² for $f=35$. Thus $f=30$ is a fair rounded answer, yet it misses the target by about 50 per cent. Predicting a density to within a factor of two requires $f$ to within $\ln2=0.69$, or about 2 per cent of 30.4.

The cell size also belongs to the definition of $F$. If a computed free energy refers to a defect held at one particular position, and a cell contains several distinct positions, their weights must be added to obtain the $F$ used here. Merely redrawing the cells cannot change the physical density. The last two rows instead describe films that really have different numbers of available sites per unit area.

### (c) What the simple estimate leaves out

**Defect variants.** Suppose a cell can hold any one of $g$ defect variants with the same free energy $E$, where $E$ excludes the choice of variant. Their weights add:

$$e^{-F/kT}=g\,e^{-E/kT}.$$

Taking logarithms gives $F=E-kT\ln g$, or $E=F+kT\ln g$. For four variants, each must cost $\ln4=1.39\,kT$ more than the total $F$, so $E=31.8\,kT$. This correction applies to $E$; adding it to an $F$ that already includes the variants would count them twice.

**Interactions.** Let two defects in neighbouring cells have an additional free energy $w$, negative for attraction, and define $b=e^{-w/kT}$. On a large square lattice each cell has four neighbours, so $M$ cells form $2M$ neighbouring pairs. Of the $M(M-1)/2$ ways to place two defects, $2M$ acquire the factor $b$. To second order in $z$,

$$Z=1+Mz+z^2\left[\frac{M(M-1)}2+2M(b-1)\right]+\ldots$$

Now use $\ln(1+x)=x-x^2/2+\ldots$. The term $-M^2z^2/2$ cancels the part of the bracket proportional to $M^2$, leaving

$$\ln Z=Mz+Mz^2\left[-\frac12+2(b-1)\right]+\ldots$$

Since $\langle N\rangle=z\,d(\ln Z)/dz$, the density per cell is

$$p=z+z^2\left[4(b-1)-1\right]+\ldots$$

The $-1$ expresses the fact that one cell cannot hold two defects. For an attraction of $10\,kT$, $b=e^{10}$, and the relative change in density is

$$z\left[4(e^{10}-1)-1\right]=5.5\times10^{-9}.$$

It is negligible because defects at the equilibrium density are so far apart; this does not carry over to the much denser film at the start of an anneal. A small pair term does not by itself exclude large clusters, so these need a separate check. A completely filled lattice has two neighbouring pairs per cell, and its free energy relative to the perfect film is therefore $F+2w$ per cell. For $w=-10\,kT$ this is $30.4\,kT-20\,kT=10.4\,kT$, which is positive. A finite cluster of $N$ defects has fewer than $2N$ neighbouring pairs, so it costs more than $10.4N\,kT$. Large clusters are therefore strongly suppressed too, and the nearly perfect film remains the equilibrium state. If every neighbouring pair attracted by more than $F/2=15.2\,kT$, the filled lattice would have the lower free energy, and an expansion about a nearly perfect film would no longer describe equilibrium.

**Uneven guiding.** Errors in the width or chemistry of the guide make some cells more vulnerable than others. Let $f$ vary from cell to cell with a Gaussian distribution of mean $\bar f$ and standard deviation $s$. As long as the important cells still have $f\gg1$, the mean occupation is

$$p=\frac{1}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}
e^{-f}e^{-(f-\bar f)^2/2s^2}\,df.$$

Completing the square in the exponent gives

$$-f-\frac{(f-\bar f)^2}{2s^2}
=-\frac{(f-\bar f+s^2)^2}{2s^2}-\bar f+\frac{s^2}{2}.$$

The shifted Gaussian integrates to one, so $p=e^{-\bar f+s^2/2}$ and

$$\bar f=\ln\frac1p+\frac{s^2}{2}.$$

For $s=2$, the mean must rise by 2, from 30.4 to 32.4. The shifted Gaussian is centred at $\bar f-s^2=28.4$: defects occur mostly in cells weaker than average. The average free energy alone therefore does not determine the density. This result relies on the distribution being Gaussian through the whole range of weak cells that contribute, here down to about $f=24$. A separate population of badly guided cells needs its own term, even if it is very small: one cell in a billion with $f=10$ would add 0.007 defects per cm².

**Temperature.** A free energy quoted in electronvolts gives a different density when $T$ changes. Define the defect entropy at fixed pressure by $S=-dF/dT$, and the defect enthalpy by $H=F+TS$. Since $\ln[p/(1-p)]=-F/kT$,

$$\frac{d}{dT}\ln\frac{p}{1-p}
=\frac{F}{kT^2}-\frac{1}{kT}\frac{dF}{dT}
=\frac{F+TS}{kT^2}=\frac{H}{kT^2}.$$

The slope is thus set by $H$, not by $F$ alone. Consider the special case $S=0$, in which $F$ stays at 1.36 eV. The equilibrium density is then 0.0055 per cm² at 510 K and 0.018 per cm² at 530 K, compared with 0.010 at 520 K. Ten kelvin changes the density by a factor of about 1.8. In a block copolymer, chain conformations and the temperature dependence of the repulsion between the blocks generally make $S$ nonzero, so these two densities illustrate sensitivity and do not predict a particular film. If the repulsion is mostly entropic, $F/kT$ can change little with temperature, and the density then varies less than in this special case.

**Slow healing.** Assuming equilibrium can cause a very large error: in the trapped example below, it underestimates the density by a factor of about $4\times10^{10}$. Let $k_h$ be the rate at which a defective cell heals and $k_c$ the rate at which a perfect cell becomes defective. Then

$$\frac{dp}{dt}=k_c(1-p)-k_hp.$$

In equilibrium the two terms cancel, so $k_c/k_h=p_{\rm eq}/(1-p_{\rm eq})=e^{-f}$. Here $p_{\rm eq}$ is the equilibrium probability found in part (a). With $K=k_c+k_h$, the equation becomes $dp/dt=-K(p-p_{\rm eq})$. For an initial probability $p_0$,

$$p(t)=p_{\rm eq}+(p_0-p_{\rm eq})e^{-Kt}.$$

Ask for the film to come down to twice the equilibrium density. Setting $p(t)=2p_{\rm eq}$ gives

$$e^{-Kt}=\frac{p_{\rm eq}}{p_0-p_{\rm eq}},\qquad
Kt=\ln\left(\frac{p_0}{p_{\rm eq}}-1\right).$$

Because $k_c/k_h=e^{-f}$ is tiny, $K\approx k_h$. Suppose that healing crosses one free-energy barrier $B$ with attempt time $\tau$, so that $k_h=e^{-B/kT}/\tau$. Substitution gives

$$e^{-B/kT}=\frac{\tau}{t}\ln\left(\frac{p_0}{p_{\rm eq}}-1\right),$$

and hence the largest barrier that meets the condition is

$$\frac{B_{\max}}{kT}=\ln\left[
\frac{t}{\tau\ln(p_0/p_{\rm eq}-1)}\right].$$

Take $t=300$ s, $\tau=0.1$ ms and one defect per hundred cells at the start. Then $t/\tau=3\times10^6$, $p_0/p_{\rm eq}=1.6\times10^{11}$, and the inner logarithm is 25.8. The result is

$$\frac{B_{\max}}{kT}=\ln\frac{3\times10^6}{25.8}=11.7.$$

This value holds only if every defect has the same barrier and heals independently. The surviving fraction must fall to about $6\times10^{-12}$, so the slowest defects decide the outcome. If $B$ varies from cell to cell, the surviving fraction is the average of $\exp[-(t/\tau)e^{-B/kT}]$ over the barriers. For a Gaussian spread about a mean of $11.7\,kT$, a standard deviation of $0.5\,kT$ leaves about $4\times10^4$ defects per cm² and requires the mean barrier to fall to $9.9\,kT$, while $2\,kT$ leaves about $8\times10^7$ per cm². Neighbours matter too: a random start with $p_0=0.01$ has $2Mp_0^2$ adjacent pairs, holding about $6\times10^7$ defects per cm². If an attraction of $10\,kT$ adds to their healing barrier, their exponent drops to $25.8e^{-10}\approx10^{-3}$ and nearly all of them survive.

For the single barrier of $11.7\,kT$ the healing time $1/k_h$ is about 12 s. A film cooled over a time much longer than this goes on healing, and its final density can then correspond to equilibrium at a temperature below that of the anneal.

This barrier is separate from $F$. The free energy $F$ fixes how many defects remain after unlimited time; $B$ fixes how quickly the film approaches that number. A large $F$ does not guarantee a small $B$.

Raise the barrier by $3\,kT$, to $14.7\,kT$, with everything else fixed. The exponent $Kt$ falls from 25.8 to $25.8e^{-3}=1.28$. Of the initial $1.6\times10^9$ defects per cm², a fraction $e^{-1.28}=0.28$ survives, leaving $4.4\times10^8$ per cm². If this trapped density were mistaken for equilibrium, it would suggest

$$f\approx\ln\frac{1.6\times10^{11}}{4.4\times10^8}=5.9,$$

although the model was given $f=30.4$. An observed density should be converted into a defect free energy only when there is evidence of equilibrium, such as the same density after longer anneals and from different initial densities.

## Relation to a real film

The cell size and anneal temperature lie in the rough range used for lamellar polystyrene-block-poly(methyl methacrylate), whose repeat period can be near 25 nm. One site per period squared is a counting choice: a real dislocation pair may extend over several cells and have several allowed positions. The table shows that a factor of four in the number of sites shifts the required free energy by $1.4\,kT$. The assumed 2 $kT$ spread in guiding shifts the required mean by $2\,kT$. The attempt time, initial defect fraction and single healing barrier are illustrative choices, not measured properties of this polymer.

Real processing can break the equilibrium assumption through trapped defects, and it can add defects caused by particles or by faults in the guide. Trapping leaves the thermodynamic requirement near $30\,kT$ unchanged, but in the slow-healing example it raises the density from 0.01 to $4.4\times10^8$ per cm². Meeting the free-energy requirement is therefore necessary for the stated equilibrium target within this model, but it is not sufficient for a film with that few defects. The main values are collected in the numerical output below.

## Table of computed values

```
Cell side: 25.0 nm
Target defect density: 0.01 per cm2
Possible sites: 1.600e+11 per cm2
Defect probability per site: 6.250e-14
Sites per defect: 1.600e+13
Required F, logarithm formula: 30.404 kT
Required F, explicit defect-number sum: 30.404 kT
Anneal temperature: 520 K
kT at anneal: 0.04481 eV
Required F at anneal: 1.362 eV
Chance that 1 cm2 has no defect: 0.99005
Wafer diameter: 300 mm
Wafer area: 706.9 cm2
Mean defects per wafer: 7.07
Cost of tenfold fewer defects: 2.303 kT
Required F for 100 per cm2: 21.19 kT
Required F for 1 per cm2: 25.80 kT
Required F for 0.0001 per cm2: 35.01 kT
Density for F = 25 kT: 2.222e+00 per cm2
Density for F = 30 kT: 1.497e-02 per cm2
Density for F = 35 kT: 1.009e-04 per cm2
Required F for 12.5 nm cell: 31.79 kT
Required F for 50 nm cell: 29.02 kT
Number of equal defect variants: 4
Extra energy needed for these variants: 1.386 kT
Neighbour attraction tried: 10 kT
Relative density change from it: 5.51e-09
Standard deviation of F tried: 2.0 kT
Rise in mean F needed: 2.00 kT
Mean F with this spread: 32.40 kT
Typical F of defective sites: 28.40 kT
Density at 510 K, zero defect entropy: 0.00551 per cm2
Density at 530 K, zero defect entropy: 0.01775 per cm2
Anneal time: 300 s
Healing attempt time: 0.10 ms
Initial defect probability per site: 0.010
Initial defect density: 1.60e+09 per cm2
Largest barrier to reach twice equilibrium: 11.66 kT
Barrier raised by 3 kT: 14.66 kT
Density left with raised barrier: 4.43e+08 per cm2
```
